# Incoherent grain boundaries in one channel: each adds R/(1-R) to resistance: test program

```python
"""
Result under test: in one spin-degenerate channel with incoherent boundaries,
    resistance / (h/2e^2) = 1 + sum_i R_i/(1-R_i),
where R_i is the reflection probability of boundary i; the 1 is the contacts.
Rydberg units: hbar = 1, 2m = 1, e^2 = 2; energy = k^2, velocity = 2k.
Model boundary: H = -d^2/dx^2 + S delta(x), S = barrier strength.
"Incoherent": probabilities are combined; "coherent": wave amplitudes are.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm


def follow_packet(reflections):
    """Send a unit packet in from the left and follow every bounce.
    Returns the total right- and left-going flux in each of the N+1 segments."""
    refl = np.array(reflections, dtype=float)
    trans = 1.0 - refl
    count = len(refl)
    from_left = np.zeros(count)
    from_right = np.zeros(count)
    from_left[0] = 1.0
    right_flux = np.zeros(count + 1)
    left_flux = np.zeros(count + 1)
    right_flux[0] = 1.0
    for _ in range(200000):
        out_right = trans * from_left + refl * from_right
        out_left = refl * from_left + trans * from_right
        right_flux[1:] += out_right
        left_flux[:-1] += out_left
        from_left = np.concatenate(([0.0], out_right[:-1]))
        from_right = np.concatenate((out_left[1:], [0.0]))
        if from_left.sum() + from_right.sum() < 1e-14:
            return right_flux, left_flux
    raise RuntimeError("packet has not left the wire")


def packet_transmission(reflections):
    if len(reflections) == 0:
        return 1.0
    return follow_packet(reflections)[0][-1]


def coherent_transmission(k, strength, phases):
    """Wave transmission of len(phases)+1 delta barriers; phases broadcast."""
    u = strength / (2j * k)
    barrier = np.array([[1 + u, u], [-u, 1 - u]])
    total = barrier
    for phase in phases:
        travel = np.zeros(np.shape(phase) + (2, 2), dtype=complex)
        travel[..., 0, 0] = np.exp(1j * phase)
        travel[..., 1, 1] = np.exp(-1j * phase)
        total = barrier @ (travel @ total)
    return 1.0 / np.abs(total[..., 1, 1])**2


# Channel resistance quantum from the current carried in a small bias window
e_squared = 2.0
k_fermi = 0.70
window = 1e-3
k_top = np.sqrt(k_fermi**2 + window)
particle_current = quad(lambda k: 2 * (2 * k) / (2 * np.pi), k_fermi, k_top)[0]
quantum_ryd = window / (e_squared * particle_current)
assert abs(quantum_ryd - np.pi / 2) < 1e-9
ohm_per_ryd = 2 * constants.hbar / constants.e**2
quantum_ohm = constants.h / (2 * constants.e**2)
assert abs(quantum_ryd * ohm_per_ryd / quantum_ohm - 1) < 1e-8

# Unequal boundaries: total transmission and the local drop at each boundary
unequal = np.array([0.15, 0.60, 0.05, 0.35, 0.80])
ratios = unequal / (1 - unequal)
right, left = follow_packet(unequal)
flux = right[-1]
assert abs(1 / flux - 1 - ratios.sum()) < 1e-10
mean_occupation = (right + left) / 2
assert np.allclose(-np.diff(mean_occupation), ratios * flux, atol=1e-11)
assert np.allclose(-np.diff(right), ratios * flux, atol=1e-11)
assert abs((1 - mean_occupation[0]) - flux / 2) < 1e-11
assert abs(mean_occupation[-1] - flux / 2) < 1e-11
assert abs(packet_transmission(unequal[[4, 1, 0, 3, 2]]) - flux) < 1e-11
pair = packet_transmission([0.15, 0.60])
assert abs(pair - 0.85 * 0.40 / (1 - 0.15 * 0.60)) < 1e-12

# Delta boundary, checked against a very narrow rectangular barrier
strength = 0.90
ratio = strength**2 / (4 * k_fermi**2)
R = ratio / (1 + ratio)
T = 1 - R
width = 1e-5
slope_matrix = np.array([[0.0, 1.0], [strength / width - k_fermi**2, 0.0]])
psi, dpsi = expm(-width * slope_matrix) @ np.array([1.0, 1j * k_fermi])
incident = (psi + dpsi / (1j * k_fermi)) / 2
T_narrow = 1 / abs(incident)**2
assert abs(T_narrow - T) < 1e-4  # finite width shifts T by order S*width
assert abs(coherent_transmission(k_fermi, strength, []) - T) < 1e-12

# Ten identical boundaries
number = 10
right, left = follow_packet([R] * number)
T_total = right[-1]
resistance = 1 / T_total
assert abs(resistance - (1 + number * ratio)) < 1e-9
resistance_nine = 1 / packet_transmission([R] * (number - 1))
assert abs(resistance - resistance_nine - ratio) < 1e-9
occupation = (right + left) / 2
drop_each = occupation[0] - occupation[1]

# Coherent waves averaged over independent uniform phases
angles = 2 * np.pi * np.arange(256) / 256
T_two_wave = coherent_transmission(k_fermi, strength, [angles]).mean()
T_two = packet_transmission([R, R])
assert abs(T_two_wave - T_two) < 1e-10
grid_a, grid_b = np.meshgrid(angles, angles, indexing="ij")
three_wave = coherent_transmission(k_fermi, strength, [grid_a, grid_b])
T_three = packet_transmission([R, R, R])
assert T_three - three_wave.mean() > 0.005
mean_log = np.log(three_wave).mean()
assert abs(mean_log - 3 * np.log(T)) < 1e-9
mean_inverse = (1 / three_wave).mean()
assert abs(mean_inverse - (1 + (1 + 2 * ratio)**3) / 2) < 1e-9

# Two unmixed channels with different reflection: no longer linear in N
channel_R = np.array([0.1, 0.6])


def two_channel_resistance(count):
    return 1 / sum(packet_transmission([r] * count) for r in channel_R)


first_step = two_channel_resistance(1) - two_channel_resistance(0)
late_step = two_channel_resistance(21) - two_channel_resistance(20)
limit_step = 1 / np.sum((1 - channel_R) / channel_R)
assert first_step > 2 * late_step
assert abs(late_step - limit_step) < 0.005
# With equal reflection the two channels share the current evenly
equal_step = (1 / (2 * packet_transmission([R] * 6))
              - 1 / (2 * packet_transmission([R] * 5)))
assert abs(equal_step - ratio / 2) < 1e-10

print(f"Fermi wave number k = {k_fermi:.2f} 1/bohr")
print(f"barrier strength S = {strength:.2f} Ry bohr")
print(f"h/2e^2 = {quantum_ryd:.6f} Rydberg units of resistance")
print(f"Rydberg unit of resistance = {ohm_per_ryd:.3f} ohm")
print(f"h/2e^2 = {quantum_ohm:.3f} ohm")
print(f"reflection probability R = {R:.6f}")
print(f"transmission probability T = {T:.6f}")
print(f"T from narrow rectangular barrier = {T_narrow:.6f}")
print(f"width of that barrier = {width:.0e} bohr")
print(f"R/(1-R) = {ratio:.6f}")
print(f"one boundary adds {ratio * quantum_ohm:.1f} ohm")
partial = 0.0
for bounce in range(4):
    partial += T**2 * R**(2 * bounce)
    print(f"two boundaries, up to {bounce} round trips: T = {partial:.6f}")
print(f"two boundaries, all round trips: T = {T_two:.6f}")
print(f"number of boundaries N = {number}")
print(f"total transmission for N = {T_total:.6f}")
print(f"total resistance for N = {resistance:.6f} h/2e^2")
print(f"total resistance for N = {resistance * quantum_ohm:.1f} ohm")
print(f"resistance for N-1 boundaries = {resistance_nine:.6f} h/2e^2")
print(f"voltage share of both contacts = {T_total:.6f}")
print(f"voltage share of each boundary = {drop_each:.6f}")
print(f"mean occupation, entry lead = {occupation[0]:.6f}")
print(f"mean occupation, first grain = {occupation[1]:.6f}")
print(f"mean occupation, exit lead = {occupation[-1]:.6f}")
print(f"multiple reflections ignored, 1/T^N = {T**-number:.4f} h/2e^2")
print(f"two coherent, phase-averaged T = {T_two_wave:.6f}")
print(f"three incoherent, T = {T_three:.6f}")
print(f"three coherent, phase-averaged T = {three_wave.mean():.6f}")
print(f"three coherent, mean ln T = {mean_log:.6f}")
print(f"single boundary, ln T = {np.log(T):.6f}")
print(f"three incoherent, 1/T = {1 / T_three:.6f}")
print(f"three coherent, mean 1/T = {mean_inverse:.6f}")
print(f"two-channel R values = {channel_R[0]:.1f} and {channel_R[1]:.1f}")
print(f"two channels, boundary 1 adds {first_step:.6f} h/2e^2")
print(f"two channels, boundary 21 adds {late_step:.6f} h/2e^2")
print(f"two channels, limit for large N = {limit_step:.6f} h/2e^2")
print("no test failed")
```

Printed output:

```
Fermi wave number k = 0.70 1/bohr
barrier strength S = 0.90 Ry bohr
h/2e^2 = 1.570796 Rydberg units of resistance
Rydberg unit of resistance = 8216.472 ohm
h/2e^2 = 12906.404 ohm
reflection probability R = 0.292419
transmission probability T = 0.707581
T from narrow rectangular barrier = 0.707581
width of that barrier = 1e-05 bohr
R/(1-R) = 0.413265
one boundary adds 5333.8 ohm
two boundaries, up to 0 round trips: T = 0.500671
two boundaries, up to 1 round trips: T = 0.543483
two boundaries, up to 2 round trips: T = 0.547144
two boundaries, up to 3 round trips: T = 0.547457
two boundaries, all round trips: T = 0.547486
number of boundaries N = 10
total transmission for N = 0.194831
total resistance for N = 5.132653 h/2e^2
total resistance for N = 66244.1 ohm
resistance for N-1 boundaries = 4.719388 h/2e^2
voltage share of both contacts = 0.194831
voltage share of each boundary = 0.080517
mean occupation, entry lead = 0.902584
mean occupation, first grain = 0.822068
mean occupation, exit lead = 0.097416
multiple reflections ignored, 1/T^N = 31.7861 h/2e^2
two coherent, phase-averaged T = 0.547486
three incoherent, T = 0.446469
three coherent, phase-averaged T = 0.434413
three coherent, mean ln T = -1.037709
single boundary, ln T = -0.345903
three incoherent, 1/T = 2.239796
three coherent, mean 1/T = 3.546849
two-channel R values = 0.1 and 0.6
two channels, boundary 1 adds 0.269231 h/2e^2
two channels, boundary 21 adds 0.104425 h/2e^2
two channels, limit for large N = 0.103448 h/2e^2
no test failed
```
